# Direct ring amplitudes describe quasibosons, not a fermionic wave function

## Definitions and conventions

Let $\Phi$ be a Hartree–Fock determinant built from real spin orbitals. Indices $i,j,k$ denote occupied spin orbitals and $a,b$ virtual ones, with orbital energies $\varepsilon$. A pair $\mu=(ia)$ labels a single excitation. Define

$$
D_{ia,jb}=\delta_{ij}\delta_{ab}(\varepsilon_a-\varepsilon_i),\qquad
K_{ia,jb}=(ia|jb)=e^2\!\int\!\!\int\frac{\varphi_i(x)\varphi_a(x)\,\varphi_j(x')\varphi_b(x')}{|\mathbf r-\mathbf r'|}\,dx\,dx',
$$

where $x$ comprises position and spin. All gaps are assumed positive, so $D>0$. The integrals are in Gaussian units and are not antisymmetrized, which is what "direct" means. With $A=D+K$, the direct ring amplitudes are the real symmetric matrix $T$ that solves

$$
K+AT+TA+TKT=0 \qquad\text{(1)}
$$

and has all eigenvalues between $-1$ and $1$. It is shown below that there is one such solution. $T$ is dimensionless, and the direct random-phase approximation (RPA) for the correlation energy is

$$
E_{\rm d}=\tfrac12\operatorname{Tr}(KT). \qquad\text{(2)}
$$

The amplitudes carry the same four labels as the doubles amplitudes of coupled cluster theory. This suggests the belief to be examined: that $T_{ia,jb}$ is the amplitude for finding two electrons excited from $i,j$ to $a,b$, and that $E_{\rm d}$ is the energy of the resulting fermionic state.

## Counter-example: the hydrogen atom

Take one electron, in the 6-311G basis. There is one occupied orbital, $i$. The Coulomb and exchange terms of the Fock operator cancel when acting on it, so $\Phi$ is the exact ground state in this basis, with energy $-0.499810$ hartree. The basis has two virtual orbitals of the same spin, giving two excitations, 1 and 2. These orbitals and their energies are taken from the Fock operator, whose Coulomb and exchange terms do not cancel on virtual orbitals. Eigenfunctions of the bare one-electron Hamiltonian would give other gaps and other values for the numbers below. Spin-flip excitations have zero $K$ and, as shown below, zero $T$.

The program gives, in hartree,

$$
D_1=0.848714,\quad D_2=2.969764,\quad K_{11}=0.081344,\quad K_{22}=0.124636,\quad |K_{12}|=0.071093,
$$

and the amplitudes

$$
T_{11}=-0.042613,\qquad T_{22}=-0.019776,\qquad |T_{12}|=0.016607 .
$$

Choose the sign of the second virtual orbital so that $K_{12}>0$. Then $T_{12}<0$, as the 11 element of (1) confirms. Its linear terms are

$$
2\left[(D_1+K_{11})T_{11}+K_{12}T_{12}\right]
=2\left[-0.039633-0.001181\right]=-0.081628,
$$

and its quadratic term is

$$
T_{11}^2K_{11}+2T_{11}T_{12}K_{12}+T_{12}^2K_{22}=0.000283 .
$$

Together with $K_{11}=0.081344$ they sum to zero within rounding. With $T_{12}>0$ they would not. The energy (2) is

$$
E_{\rm d}=\tfrac12\left(K_{11}T_{11}+K_{22}T_{22}+2K_{12}T_{12}\right)
=\tfrac12(-0.003466-0.002465-0.002361)=-0.004146\ \text{hartree},
$$

or $-0.1128$ eV. One electron has acquired a correlation energy. This value is far from the basis-set limit, because 6-311G has only s functions on hydrogen: $E_{\rm d}$ is $-0.0102$ hartree in 6-311G** and $-0.0142$ hartree in aug-cc-pVQZ. The small basis is used because it has only two modes, and it understates the spurious energy.

Now read $T$ as a set of fermionic amplitudes. With fermion operators $c$, the corresponding double excitation is

$$
\tfrac12\sum_{ab}T_{ia,ib}\,c_a^\dagger c_i\,c_b^\dagger c_i\,\Phi=0,
$$

because the single electron in $i$ cannot be removed twice. All amplitudes among the two same-spin excitations are nonzero, yet the fermionic state built from them is $\Phi$ itself, with no correlation energy.

Nor can some other one-electron state rescue the interpretation. The direct RPA total energy is $-0.499810-0.004146=-0.503956$ hartree. This lies below the lowest energy in the basis, and also below $-\tfrac12$ hartree, the exact nonrelativistic ground-state energy of hydrogen with a fixed nucleus. By the variational principle it is not the expectation value of the Hamiltonian in any one-electron state.

## The correct statement

For positive gaps and real orbitals:

1. $T$ determines, and is determined by, the ground state of a quadratic boson Hamiltonian. $E_{\rm d}$ is the ground-state energy of that Hamiltonian.
2. $T_{ia,jb}$ is symmetric under exchange of the pairs $(ia)$ and $(jb)$, but in general not antisymmetric under $a\leftrightarrow b$. In particular, $T_{ia,ia}<0$ whenever $(ia|ia)>0$.
3. $T$ can be inserted into a fermionic exponential, so it would be too strong to say that no fermionic state can be made from it. But the map from pair-symmetric arrays $T$ to such states is many-to-one, and the projected energy of the state differs from $E_{\rm d}$ by an exchange term that in general does not vanish.

## Proof: the solution and its sign

**Solving the ring equation.** Since $A=D+K$, equation (1) can be grouped as

$$
(1+T)K(1+T)+DT+TD=0 .
$$

Expanding the products shows that

$$
DT+TD=\tfrac12\left[(1+T)D(1+T)-(1-T)D(1-T)\right].
$$

Insert this and multiply by 2:

$$
(1+T)(D+2K)(1+T)=(1-T)D(1-T).
$$

The eigenvalue condition makes $1+T$ invertible and makes $W=(1-T)(1+T)^{-1}$ symmetric and positive. Multiplying by $(1+T)^{-1}$ on both sides gives $D+2K=WDW$. Multiplying this by $D^{1/2}$ on both sides gives

$$
\left(D^{1/2}WD^{1/2}\right)^2=M,\qquad M=D^{1/2}(D+2K)D^{1/2}.
$$

A positive matrix has one positive square root, hence

$$
W=D^{-1/2}M^{1/2}D^{-1/2},\qquad T=(1-W)(1+W)^{-1}. \qquad\text{(3)}
$$

The next paragraph shows, without using $T$, that $M\ge D^2>0$, so $M^{1/2}$ exists and $W$ in (3) is positive. The steps can then be reversed, so (3) is the solution, and it is unique under the stated condition.

**Sign of $T$.** For any real vector $v$, $v^{\mathsf T}Kv$ is twice the electrostatic self-energy of the charge distribution $e\sum v_{ia}\varphi_i\varphi_a$, summed over spin. It is not negative, so $K\ge0$ and

$$
M=D^2+2D^{1/2}KD^{1/2}\ge D^2 .
$$

This implies $S\ge D$ for $S=M^{1/2}$. Suppose instead that $(S-D)u=-\lambda u$ with $\lambda>0$ and $u\neq0$. Then $Du=Su+\lambda u$ and

$$
|Du|^2=|Su|^2+2\lambda\,u^{\mathsf T}Su+\lambda^2|u|^2>|Su|^2,
$$

which contradicts $S^2\ge D^2$. From $S\ge D$ follows $W\ge1$. An eigenvalue $w\ge1$ of $W$ gives the eigenvalue $(1-w)/(1+w)$ of $T$, which lies in $(-1,0]$. All diagonal elements of $T$ are therefore zero or negative.

**The diagonal elements do not vanish by accident.** Let $u$ be the unit vector of the pair $(ia)$, with gap $d$, and suppose $T_{ia,ia}=u^{\mathsf T}Tu=0$. Because $-T\ge0$, this forces $Tu=0$, so $Wu=u$. By (3), $M^{1/2}u=d\,u$ and $Mu=d^2u$. But $u^{\mathsf T}Mu=d^2+2d\,(ia|ia)$, so $(ia|ia)=0$. For orbitals of equal spin, that requires the product $\varphi_i\varphi_a$ to vanish everywhere.

**Vectors without coupling.** Conversely, if $Ku=0$ and $Du=d\,u$, then $Mu=d^2u$, $Wu=u$ and $Tu=0$. Two consequences will be used:

- Spin-flip pairs have $K=0$, so their amplitudes vanish.
- In a closed shell, the difference of the spin-up and spin-down versions of one spatial excitation has $Ku=0$. Hence $T$ is the same for parallel and antiparallel spins. Direct ring amplitudes do not notice whether the Pauli principle applies.

## Proof: the quasiboson state

The pair operators satisfy

$$
[c_i^\dagger c_a,\,c_b^\dagger c_j]=\delta_{ab}\,c_i^\dagger c_j-\delta_{ij}\,c_b^\dagger c_a ,
$$

whose expectation value in $\Phi$ is $\delta_{ij}\delta_{ab}$. The quasiboson approximation replaces the operator by this number. Thus $c_a^\dagger c_i$ becomes $b_\mu^\dagger$, with $[b_\mu,b_\nu^\dagger]=\delta_{\mu\nu}$. A fermionic pair operator squares to zero and a boson operator does not, so the exclusion principle between excitations is lost here.

Take the Hamiltonian and trial state

$$
H_B=\sum_{\mu\nu}\left[A_{\mu\nu}b_\mu^\dagger b_\nu+\tfrac12K_{\mu\nu}(b_\mu^\dagger b_\nu^\dagger+b_\mu b_\nu)\right],\qquad
|T)=\exp\Big(\tfrac12\sum_{\mu\nu}T_{\mu\nu}b_\mu^\dagger b_\nu^\dagger\Big)|0).
$$

An annihilator differentiates the exponential, so $b_\mu|T)=\sum_\nu T_{\mu\nu}b_\nu^\dagger|T)$. Applying a second one gives

$$
b_\mu b_\nu|T)=\Big[T_{\mu\nu}+\sum_{\kappa\lambda}T_{\mu\kappa}T_{\nu\lambda}\,b_\kappa^\dagger b_\lambda^\dagger\Big]|T).
$$

Collecting terms, and symmetrizing $AT$ because the creators commute,

$$
H_B|T)=\Big[\tfrac12\operatorname{Tr}(KT)+\tfrac12\sum_{\mu\nu}(K+AT+TA+TKT)_{\mu\nu}\,b_\mu^\dagger b_\nu^\dagger\Big]|T).
$$

By (1) the second term vanishes, so $|T)$ is an eigenstate with energy $E_{\rm d}$.

To see that it is the ground state, set $x=(b+b^\dagger)/\sqrt2$ and $p=(b-b^\dagger)/(i\sqrt2)$. Then

$$
H_B=\tfrac12\left[p^{\mathsf T}Dp+x^{\mathsf T}(D+2K)x\right]-\tfrac12\operatorname{Tr}A .
$$

The canonical rescaling $p'=D^{1/2}p$, $x'=D^{-1/2}x$ turns the bracket into $p'^{\mathsf T}p'+x'^{\mathsf T}Mx'$. These are oscillators whose energies $\omega_n$ are the eigenvalues of $M^{1/2}$, with ground energy $\tfrac12(\sum_n\omega_n-\operatorname{Tr}A)$.

The energy of $|T)$ has this same value. Equation (1) in its grouped form gives

$$
(1+T)(A+KT)=(1+T)D-DT-TD=D(1-T).
$$

So $A+KT=(1+T)^{-1}D(1-T)$. This is similar to $DW$, and hence to $D^{1/2}WD^{1/2}=M^{1/2}$. Taking traces, $\operatorname{Tr}(KT)=\sum_n\omega_n-\operatorname{Tr}A$. The oscillator ground state is nondegenerate, so it is $|T)$. Its two-boson components return every element of $T$, which completes statement 1.

The state can be normalized because $|T|<1$. For one mode with amplitude $t$, the squared norm is $\sum_n\binom{2n}{n}(t^2/4)^n=(1-t^2)^{-1/2}$. Rotating to the eigenmodes of $T$, the weight of the boson vacuum is $\det(1-T^2)^{1/2}$.

For hydrogen this weight is $0.998620$. The remainder is in states with two or more bosons, which a single electron cannot supply. Diagonalizing $H_B$ numerically in a truncated number basis reproduces both the amplitudes and the energy $-0.004146$ hartree.

## Proof: what a fermionic state retains

Insert the same numbers into

$$
T_2=\tfrac12\sum_{ijab}T_{ia,jb}\,c_a^\dagger c_i\,c_b^\dagger c_j .
$$

Occupied and virtual operators anticommute, so exchanging $a$ and $b$ reverses the sign of the operator string:

$$
c_b^\dagger c_i c_a^\dagger c_j=-c_b^\dagger c_a^\dagger c_ic_j=c_a^\dagger c_b^\dagger c_ic_j=-c_a^\dagger c_ic_b^\dagger c_j .
$$

Averaging the sum with its relabelled copy gives

$$
T_2=\tfrac14\sum_{ijab}\tilde T_{ij}^{ab}\,c_a^\dagger c_i\,c_b^\dagger c_j,\qquad
\tilde T_{ij}^{ab}=T_{ia,jb}-T_{ib,ja}. \qquad\text{(4)}
$$

Any part of $T$ symmetric under $a\leftrightarrow b$ gives the zero operator. Different boson states can therefore lead to one fermionic state. Elements with $i=j$ or $a=b$ disappear, since $\tilde T=0$ there.

For opposite spins, with $i,a$ up and $j,b$ down, the swapped element $T_{ib,ja}$ belongs to spin-flip pairs and is zero. Then $\tilde T_{ij}^{ab}=T_{ia,jb}$ and nothing is lost. The array is not antisymmetric here either, since the swapped element is zero rather than opposite, but amplitudes are discarded only in the same-spin block. In a closed shell the same-spin elements equal the opposite-spin ones, so their values can still be read from the opposite-spin determinants.

The projected correlation energy of $e^{T_2}\Phi$ is $\langle\Phi|HT_2|\Phi\rangle$, because $H$ contains at most two-body terms and cannot connect $T_2^2\Phi$ to $\Phi$. The two ways of returning both electrons to $i$ and $j$ have opposite signs:

$$
\langle\Phi|H\,c_a^\dagger c_ic_b^\dagger c_j|\Phi\rangle=(ia|jb)-(ib|ja).
$$

Hence

$$
E_{\rm p}=\tfrac12\sum_{ijab}\left[(ia|jb)-(ib|ja)\right]T_{ia,jb}=E_{\rm d}+E_{\rm SOSEX}. \qquad\text{(5)}
$$

The exchange part is known as second-order screened exchange, SOSEX. For $i=j$ or $a=b$ the bracket vanishes, so forbidden elements contribute to $E_{\rm d}$ but not to $E_{\rm p}$.

In the weak-coupling limit, (1) gives $T_{ia,jb}\approx-(ia|jb)/(\varepsilon_a+\varepsilon_b-\varepsilon_i-\varepsilon_j)$. The denominator is unchanged by $a\leftrightarrow b$, so $\tilde T$ becomes the first-order Møller–Plesset amplitude and $E_{\rm p}$ the second-order energy. To leading order, antisymmetrizing afterwards repairs the amplitudes. This argument does not extend to higher orders.

## A case with allowed and forbidden elements

LiH in the STO-3G basis at 1.6 Å has four electrons, so both kinds of same-spin element occur. Let $k$ and $i$ be the lowest and highest occupied orbitals, and $a$ and $b$ the lowest and highest virtual ones.

The forbidden amplitude $T_{ia,ia}$ is $-0.013462$, equal to its legitimate opposite-spin partner, as derived above. Another forbidden element has $|T_{ia,ib}|=0.020740$. For the allowed same-spin excitation, up to a common orbital sign, $T_{ka,ib}=0.000143$ and $T_{kb,ia}=0.000499$. Antisymmetry would require these to be opposite. What the fermionic state retains as the coefficient of this same-spin determinant is their difference, $-0.000356$.

The correlation energies, relative to Hartree–Fock, are:

| Quantity | Energy (hartree) |
|---|---:|
| Direct RPA, $E_{\rm d}$ | $-0.019976$ |
| Part of $E_{\rm d}$ from forbidden elements | $-0.009986$ |
| SOSEX term | $+0.009987$ |
| Projected energy, $E_{\rm p}$ | $-0.009989$ |
| Expectation value in $e^{T_2}\Phi$ | $-0.014767$ |
| Full configuration interaction | $-0.020460$ |

Equation (5) reads $-0.019976+0.009987=-0.009989$ hartree. In electronvolts, $E_{\rm d}=-0.5436$ and $E_{\rm p}=-0.2718$.

Half of $E_{\rm d}$ comes from same-spin pairs, because $K$ and $T$ are both independent of relative spin. Here nearly all of that half sits in forbidden elements, and SOSEX removes it.

The fermionic state has two different energies, projected and expectation value, because it is not an eigenstate of $H$. Neither equals $E_{\rm d}$. In this small basis $E_{\rm d}$ is nevertheless the closest of the three to full configuration interaction. A good energy is thus no evidence that the amplitudes form a fermionic wave function. The agreement does not survive a larger basis, and the tabulated values are far from converged. In cc-pVDZ, $E_{\rm d}=-0.0378$, $E_{\rm p}=-0.0190$ and the expectation value is $-0.0257$ hartree, against $-0.0311$ from CCSD(T), so there the expectation value is closest. In cc-pVTZ, $E_{\rm d}=-0.0668$ and $E_{\rm p}=-0.0337$ hartree, against $-0.0500$. The numerical check verifies (4) and (5) for this molecule by explicit determinant algebra.

## Calculated quantities

```
Random models tested for the sign theorem: 200
Largest diagonal amplitude found in them: -3.927e-04
HYDROGEN ATOM, 6-311G, two boson modes
Exact one-electron energy in basis: -0.499810 hartree
Gaps D1, D2: 0.848714, 2.969764 hartree
K11, K22: 0.081344, 0.124636 hartree
|K12|: 0.071093 hartree
T11, T22 (ring equation): -0.042613, -0.019776
T11, T22 (boson state): -0.042613, -0.019776
|T12| (ring equation): 0.016607
Boson vacuum weight: 0.998620
Direct RPA correlation: -0.004146 hartree = -0.1128 eV
Boson ground energy: -0.004146 hartree
Direct RPA total energy: -0.503956 hartree
LiH, STO-3G, distance 1.6 angstrom
Occupied, virtual spin orbitals: 4, 8
Hartree-Fock energy: -7.861865 hartree
Orbitals: i = highest occupied, k = lowest occupied,
          a = lowest virtual, b = highest virtual
Forbidden same-spin T[ia,ia]: -0.013462
Opposite-spin T[ia,i'a']: -0.013462
Forbidden same-spin |T[ia,ib]|: 0.020740
Allowed same-spin elements, common sign making the first positive:
  T[ka,ib]: 0.000143
  T[kb,ia]: 0.000499
  T[ka,ib]-T[kb,ia]: -0.000356
Largest same-spin |T[ia,jb]+T[ib,ja]|: 0.113811
Smallest eigenvalue of T: -0.130434
Correlation energies relative to Hartree-Fock:
  direct RPA: -0.019976 hartree = -0.5436 eV
  direct RPA from frequencies: -0.019976 hartree
  part from forbidden elements: -0.009986 hartree
  SOSEX term: 0.009987 hartree
  projected, fermionic state: -0.009989 hartree = -0.2718 eV
  expectation value, fermionic state: -0.014767 hartree
  full configuration interaction: -0.020460 hartree
Squared norm of fermionic exponential: 1.005445
```
